# Absorption at the edge of a massive Dirac sheet: test program

```python
"""Absorption of a freestanding, fourfold-degenerate massive Dirac sheet.

Result under test (independent electrons, first order in alpha):
    A(E) = pi*alpha*(1 + (gap/E)**2) for photon energy E > gap,
so A -> 2*pi*alpha just above the edge, twice the massless value pi*alpha.
Symbols: gap = full band gap, v = Dirac velocity, s = sigma/(eps0*c) the
dimensionless sheet conductivity, gamma = broadening of the photon energy.
Model tests use hbar = v = e = 1; the example uses eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import struve, y0

alpha = const.e**2 / (4 * np.pi * const.epsilon_0 * const.hbar * const.c)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])


def absorptance_first_order(energy, gap):
    return np.pi * alpha * (1 + (gap / energy)**2) * (energy > gap)


def sheet_response(z, gap):
    """Complex s at complex photon energy z in the upper half plane."""
    log_term = np.log((gap + z) / (gap - z))
    return 1j * alpha * (2 * gap / z - (1 + gap**2 / z**2) * log_term)


def absorptance_full(s):
    return s.real / abs(1 + s / 2)**2


# ---- weak pulse: solve the time-dependent Schroedinger equation ----
def pulse_conductivity(gap, centre):
    """Absorbed energy / integral of E(t)^2 for one copy, unit e^2/hbar."""
    n_w, n_phi, width, dt, amplitude = 80, 8, 30.0, 0.05, 3e-4
    dw = 0.4 / n_w
    w = centre - 0.2 + dw * (np.arange(n_w) + 0.5)   # transition energies
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    k = np.sqrt(w**2 / 4 - gap**2 / 4)
    kx, ky = np.outer(k, np.cos(phi)), np.outer(k, np.sin(phi))
    mass = gap / 2
    h0 = (kx[..., None, None] * SX + ky[..., None, None] * SY + mass * SZ)
    _, states = np.linalg.eigh(h0)
    up, down = states[..., 0, 0].copy(), states[..., 1, 0].copy()
    times = np.arange(-6 * width, 6 * width, dt) + dt / 2
    envelope = amplitude * np.exp(-times**2 / (2 * width**2))
    vector_pot = envelope * np.sin(centre * times)
    field = -envelope * (centre * np.cos(centre * times)
                         - times / width**2 * np.sin(centre * times))
    for a in vector_pot:
        hx = kx + a
        h = np.sqrt(hx**2 + ky**2 + mass**2)
        cos_h, sin_h = np.cos(h * dt), np.sin(h * dt) / h
        new_up = cos_h * up - 1j * sin_h * (mass * up + (hx - 1j * ky) * down)
        down = cos_h * down - 1j * sin_h * ((hx + 1j * ky) * up - mass * down)
        up = new_up
    excited = abs(states[..., 0, 1].conj() * up
                  + states[..., 1, 1].conj() * down)**2
    measure = (w * dw / 4)[:, None] * (2 * np.pi / n_phi) / (4 * np.pi**2)
    return np.sum(w[:, None] * excited * measure) / (np.sum(field**2) * dt)


centre = 1.2
sigma_massive = pulse_conductivity(1.0, centre)
sigma_massless = pulse_conductivity(0.0, centre)
pulse_massive = 4 * sigma_massive * 4 * np.pi * alpha
pulse_massless = 4 * sigma_massless * 4 * np.pi * alpha
assert abs(pulse_massive / absorptance_first_order(centre, 1.0) - 1) < 5e-3
assert abs(pulse_massless / absorptance_first_order(centre, 0.0) - 1) < 5e-3


# ---- matrix elements by diagonalization, spin-orbit mass tau*spin*gap/2 ----
COPIES = [(1, 1), (-1, 1), (1, -1), (-1, -1)]        # (valley, spin)


def matrix_elements(k, gap, polarization):
    """Angle-averaged |<c|e.v|v>|^2 for each of the four copies."""
    out = []
    for tau, spin in COPIES:
        total = 0.0
        for phi in 2 * np.pi * (np.arange(6) + 0.5) / 6:
            h = (k * (tau * np.cos(phi) * SX + np.sin(phi) * SY)
                 + tau * spin * gap / 2 * SZ)
            _, u = np.linalg.eigh(h)
            velocity = polarization[0] * tau * SX + polarization[1] * SY
            total += abs(u[:, 1].conj() @ velocity @ u[:, 0])**2 / 6
        out.append(total)
    return np.array(out)


for k in (0.01, 0.3, 1.5):
    eps = np.sqrt(k**2 + 0.25)
    expected = 0.5 * (1 + (0.5 / eps)**2)
    assert np.allclose(matrix_elements(k, 1.0, (1, 0)), expected, rtol=1e-9)
edge_element = matrix_elements(1e-6, 1.0, (1, 0))[0]
massless_element = matrix_elements(0.6, 0.0, (1, 0))[0]
right = matrix_elements(1e-6, 1.0, (2**-0.5, 1j * 2**-0.5))
left = matrix_elements(1e-6, 1.0, (2**-0.5, -1j * 2**-0.5))
assert np.allclose(right, [2, 2, 0, 0], atol=1e-8)   # spin fixes the helicity
assert np.allclose(left, [0, 0, 2, 2], atol=1e-8)
assert abs(right.sum() - left.sum()) < 1e-8

# ---- joint density of states by counting k points ----
axis = np.linspace(-0.7, 0.7, 1401)
k_squared = axis[:, None]**2 + axis[None, :]**2
for gap_test in (1.0, 0.0):
    transition = 2 * np.sqrt(k_squared + gap_test**2 / 4)
    count = np.sum((transition > 1.2) & (transition < 1.3))
    density = count * (axis[1] - axis[0])**2 / (4 * np.pi**2)
    integral = quad(lambda e: e / (8 * np.pi), 1.2, 1.3)[0]
    assert abs(density / integral - 1) < 0.01        # grid counting noise

# ---- dispersion relation: closed form against quadrature ----
z_test = 1.1 + 0.05j


def dispersion_integrand(e):
    return 2j * z_test / np.pi * absorptance_first_order(e, 1.0) / (
        z_test**2 - e**2)


numeric = 0
for lower, upper in ((1, 2), (2, np.inf)):
    numeric += quad(lambda e: dispersion_integrand(e).real, lower, upper)[0]
    numeric += 1j * quad(lambda e: dispersion_integrand(e).imag,
                         lower, upper)[0]
assert abs(numeric / sheet_response(z_test, 1.0) - 1) < 1e-5

# ---- static polarizability from second-order perturbation theory ----


def polarizability_integrand(eps):
    k = np.sqrt(max(eps**2 - 0.25, 0))
    return (2 * eps / (2 * np.pi) * matrix_elements(k, 1.0, (1, 0)).sum()
            / (2 * eps)**3)


chi_numeric = quad(polarizability_integrand, 0.5, np.inf, epsrel=1e-6)[0]
assert abs(chi_numeric / (2 / (3 * np.pi)) - 1) < 1e-4


# ---- sheet boundary condition against a very thin dielectric slab ----
def slab_absorptance(s, k0d):
    n = np.sqrt(1 + 1j * s / k0d)
    r = (1 - n) / (1 + n)
    phase = np.exp(1j * n * k0d)
    denominator = 1 - r**2 * phase**2
    return (1 - abs((1 - r**2) * phase / denominator)**2
            - abs(r * (1 - phase**2) / denominator)**2)


for s_test in (2 * np.pi * alpha + 0j, sheet_response(1.01 + 0.01j, 1.0)):
    assert abs(slab_absorptance(s_test, 1e-6) / absorptance_full(s_test)
               - 1) < 1e-4

# ---- worked example: stanene, rough typical values ----
gap = 0.10               # eV
velocity = 5e5           # m/s
lattice = 0.47           # nm
gamma = 1e-3             # eV
hv = const.hbar * velocity / const.e * 1e9           # eV nm
wavelength = const.h * const.c / (gap * const.e) * 1e9


# ---- honeycomb lattice with the same gap and velocity ----
def lattice_absorptance(energy, lattice_gap):
    """First-order absorptance from the exact constant-energy contour."""
    hopping = 2 * hv / (np.sqrt(3) * lattice)
    bond = lattice / np.sqrt(3)
    delta = bond * np.array([[0, 1], [3**0.5 / 2, -0.5], [-3**0.5 / 2, -0.5]])
    corner = np.array([4 * np.pi / (3 * lattice), 0])
    total, n_phi = 0.0, 60
    for phi in 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi:
        direction = np.array([np.cos(phi), np.sin(phi)])

        def off_diagonal(q):
            return hopping * np.exp(1j * delta @ (corner + q * direction))

        def transition(q):
            return 2 * np.sqrt(abs(off_diagonal(q).sum())**2
                               + lattice_gap**2 / 4)

        q = brentq(lambda x: transition(x) - energy, 0, 0.8 / lattice,
                   xtol=1e-13)
        slope = (transition(q * 1.001) - transition(q * 0.999)) / (0.002 * q)
        f = off_diagonal(q).sum()
        df = (1j * delta[:, 0] * off_diagonal(q)).sum()
        h = np.array([[lattice_gap / 2, f], [np.conj(f), -lattice_gap / 2]])
        dh = np.array([[0, df], [np.conj(df), 0]])
        _, u = np.linalg.eigh(h)
        element = abs(u[:, 1].conj() @ dh @ u[:, 0])**2
        total += q * element / slope * 2 * np.pi / n_phi
    return 4 * alpha / energy * total


lattice_edge = lattice_absorptance(1.001 * gap, gap)
lattice_massless = lattice_absorptance(1.001 * gap, 0.0)
lattice_high = lattice_absorptance(2 * gap, gap)
assert abs(lattice_edge / (2 * np.pi * alpha) - 1) < 5e-3
assert abs(lattice_massless / (np.pi * alpha) - 1) < 5e-3
warping = lattice_high / absorptance_first_order(2 * gap, gap) - 1
assert abs(warping) < 0.02


# ---- temperature ----
def occupation_difference(energy, temperature):
    x = energy * const.e / (2 * const.k * temperature)
    return 1 / (np.exp(-x) + 1) - 1 / (np.exp(x) + 1)


for temperature in (77, 300):
    x = gap * const.e / (4 * const.k * temperature)
    assert abs(occupation_difference(gap, temperature) - np.tanh(x)) < 1e-12

# ---- exciton binding: effective mass, screening by the sheet itself ----
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm
screening_length = 4 * coulomb / (3 * gap)                 # nm
kinetic = 2 * hv**2 / gap                                  # hbar^2/(2 mu)
n_r, r_max = 4000, 200.0
step = r_max / n_r
r = (np.arange(n_r) + 0.5) * step
x = r / screening_length
potential = -np.pi * coulomb / (2 * screening_length) * (struve(0, x) - y0(x))
off = -kinetic / step**2 * np.arange(1, n_r) * step / np.sqrt(r[:-1] * r[1:])
binding = -eigh_tridiagonal(2 * kinetic / step**2 + potential, off,
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


def trial_energy(radius):
    """Energy of exp(-r/radius), potential evaluated in momentum space."""
    integral = quad(lambda y: 1 / (1 + screening_length * y / radius)
                    / (1 + y**2 / 4)**1.5, 0, np.inf)[0] / radius
    return kinetic / radius**2 - coulomb * integral


trial_binding = -minimize_scalar(trial_energy, bounds=(0.5, 100),
                                 method='bounded').fun
assert 0 < binding - trial_binding < 0.2 * binding

# ---- output ----
edge = 2 * np.pi * alpha
massless = np.pi * alpha
full_edge = absorptance_full(edge + 0j)
full_massless = absorptance_full(massless + 0j)
print(f"fine-structure constant alpha: {alpha:.7f}")
print(f"massless sheet, pi*alpha: {100 * massless:.3f} %")
print(f"massive sheet just above edge, 2*pi*alpha: {100 * edge:.3f} %")
print(f"squared matrix element at massive edge: {edge_element:.4f} v^2")
print(f"squared matrix element, massless: {massless_element:.4f} v^2")
print(f"pulse test at E = 1.2 gap, massive: {100 * pulse_massive:.3f} %")
print("  formula at E = 1.2 gap: "
      f"{100 * absorptance_first_order(centre, 1.0):.3f} %")
print(f"pulse test, same E, massless: {100 * pulse_massless:.3f} %")
print(f"with radiated field, massive edge: {100 * full_edge:.3f} %")
print(f"with radiated field, massless: {100 * full_massless:.3f} %")
print(f"  their ratio: {full_edge / full_massless:.4f}")
print("Example: stanene, rough typical inputs")
print(f"gap: {gap:.2f} eV")
print(f"Dirac velocity: {velocity:.1e} m/s")
print(f"lattice constant: {lattice:.2f} nm")
print(f"hbar*v: {hv:.4f} eV nm")
print(f"wavelength at the edge: {wavelength:.0f} nm")
for energy in (0.12, 0.15, 0.20, 0.30):
    value = absorptance_first_order(energy, gap)
    print(f"first-order absorptance at {energy:.2f} eV: {100 * value:.3f} %")
print(f"broadening gamma: {gamma:.3f} eV")
for energy in (0.095, 0.100, 0.105, 0.110):
    s = sheet_response(energy + 1j * gamma, gap)
    print(f"broadened, radiated field, at {energy:.3f} eV: "
          f"{100 * absorptance_full(s):.3f} %")
s_edge = sheet_response(gap + 1j * gamma, gap)
print(f"Im s/2 at the broadened edge: {s_edge.imag / 2:.4f}")
for temperature in (77, 300):
    factor = occupation_difference(gap, temperature)
    print(f"occupation factor at edge, {temperature} K: {factor:.4f}")
    print(f"  first-order edge absorptance: {100 * edge * factor:.3f} %")
print(f"lattice model at 1.001 gap: {100 * lattice_edge:.3f} %")
print(f"lattice model, same E, massless: {100 * lattice_massless:.3f} %")
print(f"lattice correction at 0.20 eV: {100 * warping:.3f} % of the value")
print(f"screening length r0: {screening_length:.2f} nm")
print(f"exciton binding estimate: {binding:.4f} eV")
print(f"  one-parameter trial function: {trial_binding:.4f} eV")
print(f"  binding / gap: {binding / gap:.3f}")
print("PASS")
```

Running it gives:

```
fine-structure constant alpha: 0.0072974
massless sheet, pi*alpha: 2.293 %
massive sheet just above edge, 2*pi*alpha: 4.585 %
squared matrix element at massive edge: 1.0000 v^2
squared matrix element, massless: 0.5000 v^2
pulse test at E = 1.2 gap, massive: 3.883 %
  formula at E = 1.2 gap: 3.885 %
pulse test, same E, massless: 2.292 %
with radiated field, massive edge: 4.382 %
with radiated field, massless: 2.241 %
  their ratio: 1.9554
Example: stanene, rough typical inputs
gap: 0.10 eV
Dirac velocity: 5.0e+05 m/s
lattice constant: 0.47 nm
hbar*v: 0.3291 eV nm
wavelength at the edge: 12398 nm
first-order absorptance at 0.12 eV: 3.885 %
first-order absorptance at 0.15 eV: 3.311 %
first-order absorptance at 0.20 eV: 2.866 %
first-order absorptance at 0.30 eV: 2.547 %
broadening gamma: 0.001 eV
broadened, radiated field, at 0.095 eV: 0.265 %
broadened, radiated field, at 0.100 eV: 2.185 %
broadened, radiated field, at 0.105 eV: 3.908 %
broadened, radiated field, at 0.110 eV: 3.880 %
Im s/2 at the broadened edge: -0.0315
occupation factor at edge, 77 K: 0.9989
  first-order edge absorptance: 4.580 %
occupation factor at edge, 300 K: 0.7474
  first-order edge absorptance: 3.427 %
lattice model at 1.001 gap: 4.580 %
lattice model, same E, massless: 2.296 %
lattice correction at 0.20 eV: 0.411 % of the value
screening length r0: 19.20 nm
exciton binding estimate: 0.0862 eV
  one-parameter trial function: 0.0843 eV
  binding / gap: 0.862
PASS
```
